Thermal, Dingle and spin factors of quantum oscillations from phase smearing

**A case that can be seen through**

Let electrons in a magnetic field have Landau levels with spacing w = ħω_c, at energies w(l + ½), l = 0, 1, 2, … Let the Zeeman energy split each level into two, at distances ±w/4 from its old position. The levels then lie at

w(l + ¼) and w(l + ¾).

Together they form a single ladder with spacing w/2. As the chemical potential μ rises, the density of states at μ repeats after w/2 instead of w. The oscillation with period w has vanished, although each spin species still has it. The two contributions are in antiphase:

cos(2πμ/w − π/2) + cos(2πμ/w + π/2) = 2 cos(π/2) cos(2πμ/w) = 0.

The spin splitting has replaced one phase by two, and the average over them is zero. Temperature and scattering also spread the phase, over continuous distributions, and each spread multiplies the oscillation by a number. These numbers are found below in two ways.

**Setting and result**

Consider a closed orbit of area A(ε) in k-space, in a field B. Define

n(ε) = ħA(ε)/(2πeB) = F(ε)/B,
m m_e = (ħ²/2π) dA/dε.

F is the oscillation frequency in 1/B, and m is the cyclotron mass in units of the electron mass m_e. Levels lie where n(ε) = l + ½; another constant offset would move the oscillations without changing their size. With ω_c = eB/(m m_e),

dn/dε = (ħ/2πeB)(2πm m_e/ħ²) = m m_e/(ħeB) = 1/w.   (1)

There is a single ladder of levels, as in two dimensions or on a cylindrical Fermi surface, with no sum over different orbits along the field. The quasiparticles are independent, both spins have the same mass, and μ is held fixed, many level spacings above the band edge. At fixed electron number in two dimensions μ itself would oscillate, and the result below would not apply as it stands.

Let N be the number of electrons per state of Landau degeneracy, averaged over the two spins. The quantity studied is the thermal density of states D = ∂N/∂μ. The result is

D(μ) = (1/w)[1 + 2 Σ_p (−1)^p R_T R_D R_S cos(2πp n(μ))], p = 1, 2, …   (2)

R_T = X/sinh X, X = 2π²p k_BT/w,
R_D = exp(−2π²p k_BT_D/w),
R_S = cos(πpgm/2).

Here T_D is the Dingle temperature and g the spin factor. Inserting w = ħeB/(m m_e) gives

X = [2π²k_B m_e/(ħe)] p m T/B = 14.69 p m T/B,

with T in kelvin and B in tesla. In the worked example energies are given in meV.

**First derivation: averaging a phase**

For sharp levels without spin, the density of states is a comb in the variable n:

D₀(ε) = Σ_l δ(ε − ε_l) = (dn/dε) Σ_l δ(n − l − ½).

Above the band edge the comb has period 1 in n. Its Fourier coefficient is the integral of δ(n − ½) exp(−2πipn) over one period, which is exp(−iπp) = (−1)^p. Adding the terms p and −p gives

D₀(ε) = (1/w)[1 + 2 Σ_p (−1)^p cos(2πp n(ε))].   (3)

Suppose that the observed density is an average of D₀ over energies μ + δ, with a normalised even distribution P(δ). If n is linear in energy over the width of P, equation (1) gives

2πp n(μ + δ) = 2πp n(μ) + λδ, λ = 2πp/w.   (4)

This is where the cyclotron mass enters. The average of the cosine is

∫P(δ) cos(2πpn(μ) + λδ) dδ = cos(2πpn(μ)) ∫P(δ) cos(λδ) dδ.

The term with sin(λδ) drops out because P is even. Each harmonic is therefore multiplied by the Fourier transform of P at λ. If δ is a sum of independent shifts, the mean of exp(iλδ) is the product of the separate means, so the factors multiply.

*Temperature.* From N = ∫f(ε)D₀(ε)dε, where f depends on ε − μ,

∂N/∂μ = ∫(−∂f/∂ε) D₀(ε) dε.

The thermal distribution is thus P = −∂f/∂ε with ε = μ + δ. Put y = δ/k_BT and a = λk_BT. Then f = 1/(1 + e^y), hence e^y = (1 − f)/f, and P dδ = −df. As y runs from −∞ to ∞, f runs from 1 to 0. Using f itself as the variable gives

R_T = ∫P e^{iλδ} dδ = ∫₀¹ [(1 − f)/f]^{ia} df.

This is Euler's beta integral. With z! = ∫₀^∞ t^z e^{−t} dt and z = ia, it equals z!(−z)!/1!, and the reflection formula states z!(−z)! = πz/sin πz. Since sin(iπa) = i sinh πa,

R_T = πa/sinh πa = X/sinh X, X = πλk_BT = 2π²p k_BT/w.

For small X, X/sinh X ≈ 1 − X²/6. The average of cos φ for a small phase φ is 1 − ⟨φ²⟩/2, so the mean square thermal phase is X²/3. X is therefore √3 times the rms phase spread. For large X, sinh X ≈ e^X/2 and R_T ≈ 2X e^{−X}: the rms phase spread X/√3 reaches several radians or more and little of the oscillation survives.

*Scattering.* Let a finite lifetime turn each level into a Lorentzian of half-width Γ, the same at all energies:

P(δ) = (Γ/π)/(δ² + Γ²).

Its transform can be recognised by working backwards from exp(−Γ|s|):

(1/2π)∫ e^{−Γ|s|} e^{−isδ} ds = (1/2π)[1/(Γ + iδ) + 1/(Γ − iδ)] = (Γ/π)/(δ² + Γ²).

The two terms come from s > 0 and s < 0. The transform of the Lorentzian is thus exp(−Γ|λ|), and

R_D = exp(−2πpΓ/w) = exp(−2π²p k_BT_D/w), T_D = Γ/(πk_B).

With the lifetime τ = ħ/(2Γ) this is exp(−πp/(ω_cτ)). The time for p orbits is t = 2πp/ω_c, so R_D = exp(−t/2τ). The probability of remaining unscattered is exp(−t/τ), and the oscillation follows the amplitude, which is its square root.

The Dingle form depends on the Lorentzian shape. For a Gaussian G(δ) of standard deviation σ, let I(λ) = ∫G cos(λδ)dδ. Since δG = −σ²dG/dδ, an integration by parts gives

dI/dλ = −∫δG sin(λδ)dδ = σ²∫(dG/dδ) sin(λδ)dδ = −σ²λI.

With I(0) = 1 this yields I = exp(−σ²λ²/2). For σ independent of B the exponent then grows as p²/B² instead of p/B.

*Spin.* The two species have levels shifted by ±gμ_BB/2, so half of the weight of P sits at each of δ = ±gμ_BB/2. The transform is cos(λgμ_BB/2). Since μ_B = eħ/(2m_e), we have μ_BB = ħeB/(2m_e) = mw/2, and the argument is

(2πp/w)(g/2)(mw/2) = πpgm/2.

The field has cancelled, because the Zeeman splitting and the level spacing are both proportional to B. This completes (2).

*The linear phase.* For a parabolic band n is linear in ε and (4) has no correction. As a contrast take F ∝ ε², with n(μ) = M. Then dn/dε = 2M/μ = 1/w gives μ = 2Mw, and the second derivative is 2M/μ² = 1/(2Mw²). The phase acquires the extra term

2πp · ½ · δ²/(2Mw²) = πpδ²/(2Mw²).

To first order it changes the average of exp(iλδ) by i(πp/2Mw²)⟨δ² cos λδ⟩. This average converges for the thermal, Gaussian and spin distributions. For the Lorentzian it does not, and it must be read as −d²/dλ² of the transform, which is −Γ² exp(−λΓ). Because of the factor i the change is imaginary, while the average itself is real, so to this order the correction shifts the phase of the oscillation and leaves its size alone, as long as the average is not close to zero. It falls as 1/M when the width of P in units of w is held fixed; raising M by lowering B at fixed μ and T also widens P relative to w, and the 1/M law then does not apply. The prefactor dn/dε = (1/w)(1 + δ/μ) also varies across the distribution, which (2) neglects. It adds i⟨δ sin λδ⟩/μ = i⟨δ sin λδ⟩/(2Mw) to the average. This term is also imaginary and also of order 1/M, so it too shifts the phase and leaves the size alone to this order. At a zero of R_S, what remains of the harmonic at order 1/M is the sum of these two terms.

**Second derivation: complex energies**

Now take an equally spaced ladder, n = ε/w, and replace the Fourier transforms of the thermal and Lorentzian distributions by a sum over poles in the complex energy plane. For one spin, a level at ε_l with half-width Γ contributes to the density of states

−(1/π) Im g(ε), g(ε) = 1/(ε + iΓ − ε_l).

The function g has its only pole below the real axis. The thermal average ∫(−∂f/∂ε) g dε can therefore be found from the poles of ∂f/∂ε above the axis. The Fermi function has poles where exp((ε − μ)/k_BT) = −1. In the upper half-plane these are

ε = μ + iω_j, ω_j = (2j + 1)πk_BT, j = 0, 1, 2, …

Near such a pole 1 + e^y ≈ −(y − y_j), so f ≈ −k_BT/(ε − μ − iω_j), and

−∂f/∂ε ≈ −k_BT/(ε − μ − iω_j)².

There is no simple-pole part, because the derivative of a Laurent series has no such term. The residue of (−∂f/∂ε)g is thus −k_BT g′(μ + iω_j).

Close the contour by a wide rectangle whose top lies at height H = 2πJk_BT, with J an integer. On the top ∂f/∂ε takes the same values as on the real axis, and |g| is at most 1/H, so the top contributes nothing as J → ∞. The sides vanish because ∂f/∂ε decays exponentially. Hence

∫(−∂f/∂ε) g dε = −2πi k_BT Σ_j g′(μ + iω_j).

Taking −(1/π) Im of both sides, with Im(iq) = Re q, the level contributes to D

2k_BT Re Σ_j g′(μ + iω_j) = −2k_BT Re Σ_j 1/(z_j − ε_l)², z_j = μ + i(ω_j + Γ).   (5)

Now sum over levels, letting l run over all integers. The levels added below the band edge contribute a thermal part of order exp(−μ/k_BT) and smooth Lorentzian tails, which do not oscillate with μ.

The double sum of inverse squares over j and l does not converge absolutely, so its order may not be changed freely. Its derivative with respect to μ contains inverse cubes and does converge absolutely. We therefore compute

∂D/∂μ = 2k_BT Re Σ_j Σ_l 2/(z_j − ε_l)³.   (6)

The level sum follows from

Σ_l 1/(u − l)² = π²/sin²(πu).

Both sides have the same double poles, have period 1 and tend to zero for large |Im u|. Their difference is bounded and has no poles, so it is a constant, and the constant is zero. With u = z/w − ½ and Im z > 0,

Σ_l 1/(z − ε_l)² = (π/w)²/cos²(πz/w).

Write q = exp(2πiz/w), which has |q| < 1. Since cos(πz/w) = (q^{1/2} + q^{−1/2})/2,

1/cos²(πz/w) = 4q/(1 + q)² = −4 Σ_p (−1)^p p q^p.

The last step is the derivative of the geometric series for 1/(1 + q), multiplied by q. Differentiating the level sum with respect to z and changing the sign gives

Σ_l 2/(z − ε_l)³ = (4π²/w²) Σ_p (−1)^p p (iλ) e^{iλz}, λ = 2πp/w.

Insert z = z_j. The factor e^{iλz_j} splits into e^{iλμ} e^{−λΓ} e^{−λω_j}, and Re(iλe^{iλμ}) = −λ sin λμ = ∂(cos λμ)/∂μ. Equation (6) becomes

∂D/∂μ = (8π²k_BT/w²) Σ_p (−1)^p p e^{−λΓ} [Σ_j e^{−λω_j}] ∂(cos λμ)/∂μ.

Since λω_j = (2j + 1)X, the remaining sum is geometric:

Σ_j e^{−(2j+1)X} = e^{−X}/(1 − e^{−2X}) = 1/(2 sinh X).

The coefficient is then (8π²k_BT p/w²)/(2 sinh X) = (2/w) X/sinh X. Integrating over μ,

D = constant + (2/w) Σ_p (−1)^p (X/sinh X) e^{−λΓ} cos λμ.

The constant is the mean of D over one period. It equals 1/w, because each interval w holds one level of unit weight. For the two spins replace μ by μ ∓ gμ_BB/2 and take half the sum:

½[cos(λμ − πpgm/2) + cos(λμ + πpgm/2)] = cos(πpgm/2) cos λμ.

This is (2) again.

**What each derivation assumes**

The first derivation needs the phase to be linear only within the smearing width around μ, so it covers a curved band to leading order. It accepts any even distribution, for example the Gaussian. It also requires the shifts to be independent: if the width Γ changed within a few k_BT of μ, the scattering shift would depend on the thermal one and the product R_T R_D would be lost.

The second derivation uses the equal spacing of the whole ladder and a function g(ε), not to be confused with the spin factor g, that is analytic above the real axis. It treats temperature and lifetime in one step. The same requirement on Γ appears in another place: only the part of Γ that is the same at every ω_j can be taken out of the sum over j as a factor. The rest alters the thermal factor; for Γ_j = Γ₀ + αω_j the result is e^{−λΓ₀} X/sinh[(1 + α)X]. A static spread of level positions, such as the spin splitting, was averaged at the end. Since (5) is linear in g(ε) and the averaged function is still analytic above the axis, the average could equally be taken first.

The second route also explains the form of R_T at large X. The term j = 0 then dominates, and πk_BT stands beside Γ in the exponent:

R_T R_D ≈ 2X exp(−14.69 p m (T + T_D)/B).

In this regime T_D adds to T in the exponential, though not in the prefactor 2X.

**Other observables**

The grand potential Ω, per the same state and spin, obeys −∂²Ω/∂μ² = ∂N/∂μ = D. Two integrations divide each harmonic by λ², so its p-th oscillating term is

(−1)^p [w/(2π²p²)] R_T R_D R_S cos(2πpμ/w).

The factors are unchanged, but high harmonics are weaker. In transport the factors carry over if the conductivity is an average of an energy-resolved conductivity with weight −∂f/∂ε, and if the oscillating part of the latter is proportional to that of the density of states. The first condition is met by elastic scattering; the second is a linearisation in the oscillation. It is justified for the fundamental if the oscillation of each spin species is weak. For higher harmonics a weak oscillation is not enough: if the conductivity depends nonlinearly on the total density of states of both spins, the square of the fundamental contributes to p = 2 with the same factor exp(−4πΓ/w) as the second harmonic itself, but with the spin factor cos²(πgm/2) in place of cos(πgm). If each spin species conducts according to its own density of states alone, the squared term keeps the spin factor cos(πgm), but it still changes the size of the second harmonic.

**Spin zeros**

R_S vanishes when

pgm = 2k + 1, k = 0, 1, 2, …   (7)

If gm is an odd integer, the fundamental vanishes and so do all odd harmonics, since odd times odd is odd. For even p, pgm/2 is an integer and |R_S| = 1. For gm = 1 this is the ladder of half spacing from the opening.

The product gm can be tuned by tilting the field. On a cylindrical Fermi surface, a plane perpendicular to a field at angle θ from the axis cuts out an area larger by 1/cos θ at every energy. Hence m = m₀/cos θ, while the Zeeman splitting still depends on the total field. If g does not depend on angle, the zeros lie at

cos θ = pgm₀/(2k + 1),   (8)

provided the right-hand side does not exceed 1. As θ passes through a zero at θ > 0, R_S changes sign and the phase of that harmonic jumps by π. If the right-hand side equals 1, the zero lies at θ = 0, where R_S is even in θ and touches zero without changing sign. One zero determines gm₀ only if k is known. Two neighbouring zeros of the same harmonic supply k, because their cosines have the ratio (2k + 3)/(2k + 1).

**A worked example**

Take a model two-dimensional metal with m₀ = 0.4, g = 2, F = 500 T at θ = 0, B = 10 T, T = 1.5 K and T_D = 1 K. Then w = 2.894 meV, k_BT = 0.129 meV, Γ = 0.271 meV and μ = 144.7 meV, about 50 level spacings. For the fundamental at θ = 0,

X = 14.693 × 0.4 × 1.5/10 = 0.882, R_T = 0.881,
R_D = exp(−14.69 × 0.4 × 1/10) = 0.556,
R_S = cos(0.4π) = 0.309.

The product is 0.151. The rms thermal phase is 0.882/√3 = 0.509 rad. For p = 2,

R_T R_D R_S = 0.623 × 0.309 × (−0.809) = −0.156.

The second harmonic of the density of states is slightly larger than the first. Temperature and scattering favour the first, 0.490 against 0.192, but the spin factor favours the second by 0.809/0.309 = 2.62. In the grand potential the factor 1/p² makes the second harmonic about a quarter of the first.

These statements about the second harmonic belong to the model with constant Γ and fixed μ, which suits a band coupled to a large non-oscillating reservoir of states. Here ω_cτ = w/(2Γ) = 5.3, so the levels are resolved, and in an isolated two-dimensional band the scattering rate follows the oscillating density of states. In the self-consistent Born approximation for short-range, spin-conserving scatterers, with self-energy Σ = −Γ tan(π(ε − Σ)/w), R_D of the fundamental is unchanged. For p = 2 it becomes exp(−4πΓ/w)(1 − 4πΓ/w) = −0.054, and the second harmonic is +0.027 instead of −0.156. With constant Γ but fixed electron number, μ moves by up to 0.065 w and the second harmonic of D is about 1.9 times the first.

The numerical check also extracts these harmonics from an explicit sum over broadened, spin-split levels, and obtains 0.1513 and −0.1556. For the band with F ∝ ε², the phase average deviates from R_T = 0.881 by 1.1 × 10⁻⁴ at F/B = 50 and, at the same k_BT/w, by half as much at F/B = 100, as the 1/M law requires.

With gm₀ = 0.8, equation (8) gives for the fundamental

cos θ = 0.8/1, θ = 36.87°, m = 0.5,
cos θ = 0.8/3, θ = 74.53°, m = 1.5.

For p = 2 the value 1.6/1 is excluded, and the next two are

cos θ = 1.6/3, θ = 57.77°, m = 0.75,
cos θ = 1.6/5, θ = 71.34°, m = 1.25.

A root search on the level sum, which takes the tilted spacing w cos θ as input but uses neither the formula for R_S nor equation (8), finds the same four angles between 0° and 76°. At 36.87° the second harmonic of the level sum is −0.113, and with g = 0 it is +0.113. Its spin factor is −1: the oscillation that remains has its full spin weight and half the original period.

Computed results

```
2 pi^2 kB me/(hbar e) = 14.6932 T/K
mass m0 = 0.4 electron masses, g = 2.0, g*m0 = 0.80
F0 = 500 T, B = 10 T, T = 1.5 K, TD = 1.0 K
chemical potential = 144.71 meV, F0/B = 50
hbar wc = 2.8942 meV
kB T = 0.1293 meV
Zeeman splitting g muB B = 1.1577 meV
Zeeman splitting / hbar wc = 0.4000
Lorentzian half-width Gamma = 0.2707 meV
lifetime tau = 1.2157 ps, wc*tau = 5.3453
rms thermal phase, p=1: 0.5090 rad
p=1: X = 0.8816, R_T = 0.8813, R_D = 0.5556, R_S = 0.3090
p=1: product = 0.15131, level sum = 0.15131
p=2: X = 1.7632, R_T = 0.6231, R_D = 0.3087, R_S = -0.8090
p=2: product = -0.15560, level sum = -0.15560
grand potential, largest deviation = 2.2e-12 meV
curvature error of R_T, F/B=50: 1.14e-04, 100: 5.70e-05
spin zero p=1: level sum 36.870 deg, rule 36.870 deg, m = 0.5000
spin zero p=1: level sum 74.534 deg, rule 74.534 deg, m = 1.5000
spin zero p=2: level sum 57.769 deg, rule 57.769 deg, m = 0.7500
spin zero p=2: level sum 71.337 deg, rule 71.337 deg, m = 1.2500
at first p=1 zero: level-sum harmonic 1 = 6.9e-11
at first p=1 zero: level-sum harmonic 2 = -0.11331
same with g=0: harmonic 2 = 0.11331
spin factor of harmonic 2 there = -1.0000
```
